# Slow convergence of self-consistent magnetization near a Stoner transition

## What symmetry fixes

A paramagnetic metal without spin-orbit coupling or an applied field does not distinguish up from down. If an input moment \(m\) produces the output moment \(F(m)\), then \(-m\) must produce \(-F(m)\). For a smooth response,

\[
F(m)=s\,m+O(m^3),
\]

with \(s\) a pure number. Linear mixing with fraction \(a\) forms the next input as

\[
m_{k+1}=(1-a)m_k+aF(m_k)=[1-a(1-s)]\,m_k+O(m_k^3).
\]

The form of the answer is therefore fixed before any band structure is specified. The slope \(s\) is proportional to the exchange energy \(I\), because the input moment acts on the electrons through a level shift proportional to \(Im\). To be dimensionless, \(s\) must be \(I\) times a quantity in inverse energy. That quantity is the density of states \(N\), and with the convention below the coefficient is one. The error factor is

\[
\boxed{\,1-aD,\qquad D=1-IN\,}
\]

where \(D\) is the Stoner denominator. At the transition \(D=0\), and mixing no longer reduces a small error at linear order.

## Derivation of the factor

Let \(m=n_\uparrow-n_\downarrow\) per atom, in Bohr magnetons. In the Stoner mean field, up levels move by \(-h\) and down levels by \(+h\), with \(h=Im/2\). The shift is rigid and equal for all orbitals. The electron number \(n\) per atom is held fixed.

Let \(G(\mu)\) be the number of electrons per spin and atom in the unshifted bands at chemical potential \(\mu\). Its derivative \(N=G'(\mu_0)\) is the thermally averaged density of states per spin and atom, where \(\mu_0\) belongs to \(m=0\). Lowering levels by \(h\) is equivalent to raising the chemical potential by \(h\), so

\[
n=G(\mu+h)+G(\mu-h),\qquad F=G(\mu+h)-G(\mu-h).
\]

The number condition gives the shift \(\delta=\mu-\mu_0\). Odd powers of \(h\) cancel in the sum:

\[
n=2G(\mu_0)+2N\delta+N'h^2+O(h^4).
\]

Since \(n=2G(\mu_0)\),

\[
\delta=-\frac{N'h^2}{2N}.
\]

The chemical potential responds at second order, so it cannot affect the linear factor. In the difference, even powers cancel:

\[
F=2hG'(\mu)+\frac{h^3}{3}G'''(\mu)
=2h(N+N'\delta)+\frac{h^3}{3}N''+O(h^5).
\]

Inserting \(\delta\) and then \(h=Im/2\),

\[
F=2Nh+h^3\left(\frac{N''}{3}-\frac{N'^2}{N}\right)
=INm-Bm^3,
\]

\[
B=\frac{I^3N}{8}\left[\left(\frac{N'}{N}\right)^2-\frac{N''}{3N}\right].
\]

With \(IN=1-D\), the residual is \(F-m=-Dm-Bm^3\), and mixing gives

\[
m_{k+1}=m_k+a(F-m_k)=(1-aD)m_k-aBm_k^3.
\]

The linear rule needs \(|B|m^2\ll |D|\). Then \(m_k=(1-aD)^km_0\). For \(0<aD<1\), reducing the error tenfold takes

\[
k_{10}=\frac{\ln 10}{-\ln(1-aD)}\simeq\frac{2.303}{aD}
\]

iterations, the last form holding for \(aD\ll1\).

## Why the output hardly corrects the input

The slowness has an energetic origin. Let \(A(h)\) be the free energy of the band electrons with their levels shifted by \(\mp h\). Then \(dA/dh=-m\). The free energy at a prescribed moment is \(A_c=A+hm\), and

\[
dA_c=-m\,dh+h\,dm+m\,dh=h\,dm.
\]

At linear order \(m=2Nh\), so \(A_c(m)-A_c(0)=m^2/(4N)\). The exchange energy is \(-Im^2/4\); its derivatives with respect to \(n_\uparrow\) and \(n_\downarrow\) are the shifts \(\mp Im/2\) used above. The sum is

\[
E(m)=\frac{m^2}{4N}-\frac{Im^2}{4}=\frac{D\,m^2}{4N}.
\]

Its slope is \(dE/dm=Dm/(2N)\), so the residual \(-Dm\) equals \(-2N\,dE/dm\). To this order, linear mixing is steepest descent on the energy with step \(2Na\). Near the transition the energy is nearly flat, and a wrong moment almost reproduces itself.

## How large the effect is

Consider five equal bands with semi-elliptic densities of states, 5 eV wide, holding 8 electrons per atom at 300 K. These are round model parameters. At this filling \(N=1.108\) per eV, so the critical exchange is \(1/N=0.9024\) eV. With \(a=0.1\) held fixed, iterations were counted from 0.01 to 0.001 Bohr magnetons:

| \(I\) (eV) | \(D\) | factor | counted | \(k_{10}\) |
|---|---|---|---|---|
| 0.50 | 0.4459 | 0.95541 | 51 | 50.5 |
| 0.80 | 0.1135 | 0.98865 | 202 | 201.8 |
| 0.88 | 0.0248 | 0.99752 | 927 | 926.4 |
| 0.90 | 0.0027 | 0.99973 | 8649 | 8649.5 |

For \(I=0.88\) eV, \(D=1-0.88\times1.10815=0.0248\) and the factor is \(1-0.1\times0.0248=0.9975\). The counts come from iterating Fermi occupations of discrete levels, while \(D\) comes from a separate integral over the continuous density of states. The complete numerical output follows the text.

The cubic term is negligible here. At 0.88 eV, \(B=0.0152\), and \(Bm^2/D\) is \(6\times10^{-5}\) at \(m=0.01\). It reaches 0.15 at \(m=0.5\), so a large starting moment initially decays faster than the linear rule says.

## A small step is not a small error

Suppose a calculation stops when the change per iteration falls below a threshold. Near the paramagnetic state that change is \(aDm\), so a change of size \(\sigma\) implies an error of about

\[
m\simeq\frac{\sigma}{aD}.
\]

With \(I=0.88\) eV and \(\sigma=10^{-5}\), the estimate is \(10^{-5}/0.00248=0.0040\) Bohr magnetons. The iteration started at 0.01 stopped after 367 steps with 0.0040 left. The error was 400 times the threshold and still 40% of its starting value.

A running calculation supplies its own correction. If successive changes have a steady ratio \(r\) with \(0<r<1\), the changes still to come after the latest one, \(\sigma\), form a geometric series:

\[
\sigma(r+r^2+\cdots)=\frac{\sigma r}{1-r}.
\]

This estimates the remaining error once one mode dominates both the step and the error, and the linear rule holds for it. If that mode is the uniform moment, \(D=(1-r)/a\). At \(D=0\) with \(B>0\), the cubic term instead gives \(\sigma\simeq aBm^3\) and \(1-r\simeq3aBm^2\) for small \(m\), so the estimate is only about \(m/3\).

## Why the mixing fraction cannot simply be raised

For the uniform moment alone, \(a=1/D\simeq40\) would remove the linear error in one step. The obstacle arises when the same fraction also multiplies charge errors.

Take a cell with two sites, A and B, and let a charge error \(\pm q\) raise their levels by \(\pm v\), with \(v=Uq\). For one orbital and spin, each hopping energy \(\epsilon>0\) gives the Hamiltonian

\[
H=\begin{pmatrix}v&\epsilon\\ \epsilon&-v\end{pmatrix},
\qquad E_\pm=\pm\sqrt{\epsilon^2+v^2}.
\]

The energies change at order \(v^2\), but the weights on site A change at first order: \((1-v/\epsilon)/2\) in the lower state and \((1+v/\epsilon)/2\) in the upper one. With Fermi occupations \(f\), the change on A from this pair is \(-(v/2\epsilon)[f(-\epsilon)-f(\epsilon)]\). If \(\rho\) is the density of states of one orbital and spin, the positive energies have normalized density \(2\rho\). Averaging gives \(-\chi v\), where

\[
\chi=\int_0^{c}\frac{\rho(\epsilon)}{\epsilon}\,[f(-\epsilon)-f(\epsilon)]\,d\epsilon
\]

and \(c=2.5\) eV is half the band width. Ten spin-orbitals respond together, so the output charge error on A is \(-10U\chi q\). Mixing multiplies it by

\[
(1-a)-10aU\chi=1-a\kappa_c,\qquad \kappa_c=1+10U\chi.
\]

A staggered moment \(\pm m\) shifts up levels on A by \(-Im/2\) and down levels by \(+Im/2\). Five orbitals of each spin give the output \(2\times5\chi\,Im/2=5I\chi m\), hence \(\kappa_s=1-5I\chi\). A uniform charge error has \(\kappa=1\), because the output restores the fixed electron number.

For \(U=10\) eV and \(I=0.88\) eV, \(\chi=0.1186\) per eV. Then \(\kappa_c=1+100\times0.1186=12.86\) and \(\kappa_s=0.478\). Numerical differentiation of the diagonalized two-site map gives the same four values, 0.0248, 0.478, 1.000 and 12.86, to the digits shown.

Stability requires \(|1-a\kappa_c|<1\), or \(a<2/\kappa_c=0.1555\). In ten iterations, a small charge error grew 6.2-fold with \(a\) 10% above this limit and fell to 0.107 of its initial size with \(a\) 10% below it. This limit, and the best fraction below, belong to the two-site cell. A larger cell admits charge transfer between distant regions, each of which responds with its full density of states: the output is \(-2NUq\), so \(\kappa=1+2NU=23.2\) and \(a<0.086\). There even \(a=0.1\) is unstable. In real metals the long-range Coulomb interaction makes long-wavelength charge modes stiffer still as the cell grows.

The best common fraction balances the softest and stiffest modes. Setting \(1-aD=a\kappa_c-1\) gives

\[
a_{\rm best}=\frac{2}{D+\kappa_c},\qquad
1-a_{\rm best}D=\frac{\kappa_c-D}{\kappa_c+D}.
\]

The other modes lie between these two and decay at least as fast. Here \(a_{\rm best}=0.155\) and the factor is 0.9961, or about 597 iterations per decade. Tuning the common fraction therefore improves on \(a=0.1\) by a factor of only 1.6. The difficulty is the ratio \(\kappa_c/D\simeq518\).

## At the transition and just beyond it

At \(D=0\) the exponential law is replaced by a power law. For \(B>0\) and small \(m\),

\[
\frac{1}{m_{k+1}^2}=\frac{1}{m_k^2(1-aBm_k^2)^2}
\simeq\frac{1}{m_k^2}+2aB,
\]

so

\[
m_k\simeq\left(\frac{1}{m_0^2}+2aBk\right)^{-1/2}.
\]

At the critical exchange, \(2aB=0.00327\). Starting from 0.30, the law gives \(1/m^2=11.11+6.54=17.65\) after 2000 iterations, or \(m=0.238\). The iteration gave 0.2379. A tenfold reduction from 0.30 would take about \(99\times11.11/0.00327\simeq3.4\times10^5\) iterations.

For \(D<0\), the paramagnetic error grows. If \(B>0\), setting the residual to zero gives the nearby magnetic solution \(m_*^2=|D|/B\). The slope of the map there is

\[
F'(m_*)=1-D-3Bm_*^2=1+|D|-3|D|=1-2|D|,
\]

and errors about \(m_*\) are multiplied by \(1-2a|D|\). This side is slow as well. At \(I=0.905\) eV, \(D=-0.00288\). The moment is 0.416 Bohr magnetons, against 0.418 from the leading-order formula, and the factor is 0.99942.

The stopping trap can now hide the magnetic state. A seed of 0.01 grows by the factor 1.000288, so its first change is about \(2.9\times10^{-6}\). A threshold of \(10^{-5}\) would accept this nearly nonmagnetic input although the solution has a moment of 0.416.

The sign of \(B\) matters. For the semi-elliptic band at zero temperature, \(N'/N=-\mu/(c^2-\mu^2)\) and \(N''/N=-c^2/(c^2-\mu^2)^2\), which makes \(B\) positive at every partial filling. A density of states with strong upward curvature can make \(B\) negative. A magnetic solution may then coexist with a stable paramagnetic one, and \(D>0\) alone does not identify the ground state.

## A polarized spacer layer

A metal next to a ferromagnet feels an exchange field. As a simple model, represent it by a fixed extra shift \(b\), the same on every atom, so that \(h=Im/2+b\). At linear order

\[
F=2Nh=INm+2Nb.
\]

Self-consistency, \(m_*=F(m_*)\), gives \(m_*=2Nb/D\). Subtracting this solution from the mixing rule removes \(b\), and the error \(m-m_*\) again decays by \(1-aD\). The factor \(1/D\) that enhances the induced moment also lengthens the calculation. In a real spacer the field acts mainly near the interface. The moment then varies from layer to layer, several modes can decay at different rates, and \(2Nb/D\) with the interface value of \(b\) overestimates the average moment. For equivalent layers the linear average is \(2N\langle b\rangle/D\), with \(\langle b\rangle\) the field averaged over all layers; an interface that changes the local density of states spoils this relation as well.

For \(b=1\) meV and \(I=0.88\) eV, \(m_*=2\times1.108\times0.001/0.0248=0.089\) Bohr magnetons. A calculation started at \(m=0\) with \(a=0.1\) still lacks about a tenth of this moment after some 900 iterations.

## What to do about it

**Use the measured slope.** Two inputs \(m_0,m_1\) and their residuals \(R_0,R_1\) define the secant estimate

\[
m_{\rm s}=m_1-R_1\frac{m_1-m_0}{R_1-R_0}.
\]

If \(R=-Dm\), the subtracted term equals \(m_1\) and \(m_{\rm s}=0\) for any nonzero \(D\). For \(D<0\) this is the unstable paramagnetic state, so the step should not be applied to a small growing moment when a magnetic solution is sought. With the cubic term and \(m_1\simeq m_0\), the remainder is about \(2Bm_0^3/D\). For \(m_0=0.01\) this is \(1.2\times10^{-6}\), the value also found numerically. Anderson and Pulay mixing extend the use of earlier residuals to several modes. Residuals must be accurate enough for their small differences to be meaningful.

**Mix charge and spin separately.** Around a paramagnetic state without spin-orbit coupling, spin reversal decouples the two at linear order. In the two-site cell, the spin modes alone have \(\kappa=0.0248\) and 0.478. Their best common fraction is \(2/(0.0248+0.478)=3.98\), with factor 0.901, or about 22 iterations per decade. This follows from the linear factors and holds only because one moment per site is mixed. If the mixed quantity also contains spin components that the exchange shift does not feed back, such as a transfer of moment between orbitals at fixed total, these have \(\kappa=1\) and diverge for \(a>2\). With \(\kappa=0.0248\) and 1, the best fraction is 1.95, with factor 0.952, or about 46 iterations per decade. The charge keeps its own fraction, below 0.1555 in this cell and lower in larger ones. In a magnetic state charge and spin generally couple, so a large spin fraction needs fresh justification.

**Judge the error, not the step.** Where the ratio \(r\) is steady and below one, \(\sigma r/(1-r)\) measures the error of the mode that dominates the step. A softer mode can hold a larger error while taking smaller steps. In the two-site cell with \(a=0.1\), a uniform moment of 0.01 and a staggered moment of 0.1 give, after 80 iterations, \(r=0.954\) drifting by only \(1.5\times10^{-4}\) per step, an estimate of 0.003 and a true error of 0.012. The total moment should therefore be followed separately. If \(r\) is still rising toward one, this estimate is too low. Near a transition, also restart from a clearly finite moment to look for a magnetic solution.

## Real layers and the limits of the numbers

The band width and exchange are in the rough range of transition-metal d bands: several eV, and from a few tenths to about one eV. The charge stiffness \(U=10\) eV is an assumed value, and \(\kappa_c\) and the limit on \(a\) change with it. The model represents no particular metal, and \(D=0.025\) is deliberately close to the transition; an ordinary paramagnet lies much farther away. Real layers break the assumption of equal orbitals. Placing a group of three orbitals 0.5 eV below the other two, with \(I\) and filling fixed, raises \(D\) from 0.0248 to 0.0348. At \(a=0.1\) this lowers the cost from 926 to about 660 iterations per decade. Spin-orbit coupling, which matters in many spin devices, is left out and its effect is not estimated here.

Small input changes matter because \(D\) is a difference of nearly equal numbers. Raising \(I\) by 1% lowers \(D\) to 0.0151, a fall of 39%. Cooling the electrons from 300 K to 0 K changes \(D\) by only 1.5% in this smooth band; sharp structure near the Fermi level could make the change larger.

Thermal spin fluctuations limit the physical meaning of the mean-field result. If \(M\) atoms move together, the quadratic energy \(MDm^2/(4N)\) gives, for one spin component,

\[
\langle m^2\rangle=\frac{2Nk_BT}{DM}.
\]

For 1000 atoms at 300 K the root-mean-square moment is 0.048 Bohr magnetons per atom, larger than the seed of 0.01 used above. This estimate omits the energy cost of spatial variation. It shows that a converged mean-field moment of zero does not mean that a small region has no instantaneous moment.

## Values computed for the example and the checks

```
band width 5.0 eV, orbitals 5, electrons 8
temperature 300 K, kT 0.02585 eV
mixing fraction 0.10, charge stiffness U 10.0 eV
chemical potential from band centre 1.2299 eV
N per spin and atom 1.10815 1/eV
N'/N -0.2600 1/eV, N''/N -0.2791 1/eV^2
critical exchange 1/N 0.90240 eV
iterations from 0.01 to 0.001 Bohr magnetons:
 I 0.50 eV: D 0.44592, factor 0.955408, counted 51, law 50.5
 I 0.80 eV: D 0.11348, factor 0.988652, counted 202, law 201.8
 I 0.88 eV: D 0.02482, factor 0.997517, counted 927, law 926.4
 I 0.90 eV: D 0.00266, factor 0.999734, counted 8649, law 8649.5
main case I 0.88 eV: D 0.02482, 1/D 40.28
map slope F(m)/m at m = 0.001: 0.975175
mu shift at m = 0.1: 2.517e-04 eV, law 2.516e-04 eV
free energy / m^2: 0.00560 eV, D/(4N) 0.00560 eV
stop at step 1e-05 Bohr magnetons: 367 iterations
 error left 0.00402, law 0.00403 Bohr magnetons
staggered chi per orbital and spin 0.11862 1/eV
kappa from Jacobian: 0.02482, 0.47807, 1.00000, 12.86194
kappa from formulas: 0.02482, 0.47807, 1.00000, 12.86194
largest stable mixing fraction 0.1555
charge error after 10 steps, 10% above limit: x 6.192
charge error after 10 steps, 10% below limit: x 0.107
best mixing fraction 0.1552, scan 0.1551
best factor 0.99615, iterations/decade 596.5
cubic coefficient B 0.01516, from map 0.01517
B m^2 / D at m = 0.01: 6.11e-05
B m^2 / D at m = 0.5: 0.153
at D = 0: m 0.30 -> 0.2379 in 2000 iterations
 growth of 1/m^2 per step 0.003281, law 0.003270
magnetic side I 0.905 eV: D -0.00288
 moment 0.4161, law 0.4178 Bohr magnetons
 factor at moment 0.999419, law 0.999424
 factor at m near 0: 1.000288
secant step from m = 0.01 leaves 1.22e-06 Bohr magnetons
D at 0 K 0.02445, at 300 K 0.02482
D with orbital groups 0.5 eV apart 0.03484
D with I raised by 1%: 0.01507
thermal rms moment per atom, block of 1000 atoms: 0.0480 Bohr magnetons
```
